\section*{How free-energy errors shift first-order transition temperatures, part 2}

At pressure $p$, a substance of $N$ atoms passes at $T_m$ from phase $\alpha$ (the solid, in melting) to phase $\beta$ (the liquid). An approximate method adds an error $\varepsilon(T)$ to the exact Gibbs difference $\Delta G_0(T)$ and moves the transition to $T'$. This part compares the predicted shift $\delta T=T'-T_m$ with the recomputed transition of two models.

Quantities are per atom, $\Delta X=X_\beta-X_\alpha$, and $\beta_T=1/k_BT$. Energies are in meV, temperatures in K, entropies in $k_B=0.086173$~meV/K. $\Delta S$ without argument is taken at $T_m$, and $L=T_m\Delta S$. Subscripts on $F(V,T)$ denote partial derivatives; $V_0$ is the unperturbed equilibrium volume and $B_T=V_0F_{VV}$.

With $\overline{\Delta S}$ the mean of $\Delta S$ over $[T_m,T']$, and if both unperturbed branches exist there,
\begin{equation}
\varepsilon(T')=\int_{T_m}^{T'}\Delta S\,dT,
\qquad
\delta T\equiv T'-T_m=\frac{\varepsilon(T')}{\overline{\Delta S}},
\label{exact}
\end{equation}

For an error $\lambda\,\delta U$ of the potential-energy surface ($\lambda=1$ at the end), $\varepsilon=\lambda\varepsilon_1+\lambda^2\varepsilon_2+\dots$. For classical nuclei, with unperturbed averages,
\begin{align}
\varepsilon_1&=\big[\langle\delta U\rangle_\beta-\langle\delta U\rangle_\alpha\big]/N,\\
\varepsilon_2&=-\Delta\!\left[\frac{\mathrm{Var}(\delta U)}{2Nk_BT}+\frac{V_0}{2B_T}\left(\frac{\partial}{\partial V}\frac{\langle\delta U\rangle}{N}\right)^{2}\right].
\label{eps2}
\end{align}

To second order $\delta T=t_1+t_2$, with
\begin{equation}
t_1=\frac{\varepsilon_1}{\Delta S},\qquad
t_2=\frac{\varepsilon_2}{\Delta S}+\frac{\varepsilon_1'\,t_1}{\Delta S}-\frac{\Delta C_p\,t_1^2}{2T_m\Delta S},
\label{second}
\end{equation}
where $\varepsilon_1'=d\varepsilon_1/dT$ along the unperturbed isobar. The terms of $t_2$ are the relaxation, slope and heat-capacity parts. The conditions of part (b) are that each is small against $t_1$:
\begin{equation}
|\varepsilon_2|\ll|\varepsilon_1|,\qquad |\varepsilon_1'|\ll\Delta S,\qquad \frac{|\Delta C_p|}{2\Delta S}\,\frac{|\varepsilon_1|}{L}\ll1 .
\end{equation}

From part (c), an error $aV$ in both phases has $\varepsilon_1=a\,\Delta V$ and
\begin{equation}
t_1=\frac{a\,\Delta V}{\Delta S},\qquad \varepsilon_2=-\frac{a^2}{2}\,\Delta\!\left[\frac{V_0}{B_T}\right],\qquad \varepsilon_1'=a\,\frac{d\Delta V}{dT}.
\label{cc}
\end{equation}
Scaling a classical potential by $1+\lambda$ at $p=0$ gives $\delta T=\lambda T_m$ exactly, with $\Delta\langle U\rangle/N=T_m\Delta S$. From part (d), $\varepsilon=10$~meV gives $\delta T\simeq116.05~\mathrm{K}/s$, where $\Delta S=s\,k_B$.

\subsection*{(e1) A model solid and liquid}

The model has round parameters and stands for no material. At $p=0$, with $\theta(V)=\theta_0(V_{00}/V)^{\gamma}$ and the second-order Birch--Murnaghan energy $E_c(V)=\tfrac98B_0V_{00}\big[(V_{00}/V)^{2/3}-1\big]^2$,
\begin{align}
F_s&=E_c+\tfrac32k_B\theta+3k_BT\ln\!\big(1-e^{-\theta/T}\big),\\
F_l&=E_0+E_c+3k_BT\ln\frac{\theta}{T}-s_ck_BT-c\,k_B\Big[T\ln\frac{T}{T_r}-T+T_r\Big].
\end{align}
The solid has Einstein phonons with $V_{00}=20$~\AA$^3$, $B_0=60$~GPa, $\theta_0=300$~K. The liquid has classical oscillators with $V_{00}=21$~\AA$^3$, $B_0=50$~GPa, $\theta_0=250$~K, an energy offset $E_0=90$~meV, a configurational entropy $s_c=0.5$ and an extra heat capacity $c=0.4$ (both in $k_B$), with $T_r=1000$~K. Both have $\gamma=1.5$, and $1~\mathrm{GPa}=6.2415$~meV/\AA$^3$. Because $F_V=0$ at equilibrium, $dG/dT=F_T$, and the entropies along the isobar are $-F_T$ at the equilibrium volumes. With $\eta=\theta/T$ for each phase,
\begin{align}
S_s/k_B&=\frac{3\eta}{e^{\eta}-1}-3\ln\!\big(1-e^{-\eta}\big),\\
S_l/k_B&=3-3\ln\eta+s_c+c\ln(T/T_r).
\end{align}
The volumes solve $F_V=0$ and the melting point solves $G_l=G_s$, both by Brent's bracketing root finder. $\Delta C_p=T\,d\Delta S/dT$ and $\varepsilon_1'$ come from central differences over $\pm0.5$~K, and $B_T$ from a central difference of $F_V$. The results are $T_m=971.79$~K, $\Delta S=1.0600\,k_B=0.09134$~meV/K, $L=88.8$~meV, $\Delta C_p=0.4645\,k_B$, $V_s=21.0977$~\AA$^3$, $V_l=22.3236$~\AA$^3$, $\Delta V=1.2259$~\AA$^3$, $B_{T,s}=51.10$~GPa and $B_{T,l}=41.55$~GPa. These digits serve the arithmetic below and describe only the model.

$\Delta C_p$ exceeds $c\,k_B$ for two reasons. Along the isobar $V'=-F_{VT}/F_{VV}$ and $S_V=-F_{VT}$, so $C_p-C_V=TS_VV'=TF_{VT}^2/F_{VV}$. For classical oscillators $F_{VT}=-3k_B\gamma/V$, which gives $C_p-C_V=T(3k_B\gamma)^2/(VB_T)$; the product $VB_T$ is smaller in the liquid, so this term is larger there. In addition the Einstein $C_V$ lies slightly below the classical $3k_B$.

Three errors are added directly to $F$, so only the volume term of (\ref{eps2}) can contribute to $\varepsilon_2$.

\emph{Case A: $+10$~meV on the liquid, constant.} Here $\varepsilon_2=\varepsilon_1'=0$ and
\begin{align}
t_1&=\frac{10}{0.09134}~\mathrm K=109.48~\mathrm K,\qquad \frac{\varepsilon}{L}=\frac{10}{88.8}=0.113,\\
t_2&=-\frac{0.4645\times109.48^2}{2\times971.79\times1.0600}~\mathrm K=-2.70~\mathrm K .
\end{align}

\emph{Case B: $10~\mathrm{meV}\times T/T_m$ on the liquid}, a pure entropy error. $\varepsilon_1(T_m)$ and $t_1$ are those of case A. Now $\varepsilon_1'=\varepsilon/T_m$, so the slope part is $t_1\,\varepsilon/L=109.48\times0.1127~\mathrm K=12.3$~K, and $t_2=(12.33-2.70)~\mathrm K=9.63$~K.

\emph{Case C: $aV$ on both phases, $a=1$~GPa.} The error is $6.2415\times21.0977=131.68$~meV in the solid and $6.2415\times22.3236=139.33$~meV in the liquid. These two values depend on the zero chosen for the error, since $a(V-V_{\rm ref})$ moves both alike; their difference does not. From (\ref{cc}),
\begin{align}
\varepsilon_1&=6.2415\times1.2259~\mathrm{meV}=7.651~\mathrm{meV},\qquad t_1=\frac{6.2415\times1.2259}{0.09134}~\mathrm K=83.77~\mathrm K,\\
\frac{\varepsilon_2}{\Delta S}&=-\frac{6.2415}{2\times0.09134}\left(\frac{22.3236}{41.55}-\frac{21.0977}{51.10}\right)\mathrm K=-4.25~\mathrm K .
\end{align}
The heat-capacity part is $-0.4645\times83.77^2/(2\times971.79\times1.0600)~\mathrm K=-1.58$~K, and the slope part, from the differenced $\Delta V(T)$, is $+1.65$~K. The sum of the unrounded parts is $t_2=-4.19$~K.

The last column below is the shift found by solving again for both volumes and for the melting point with the error included in full.

\begin{center}
\begin{tabular}{lcccc}
case & $\varepsilon_1$ (meV) & $t_1$ (K) & $t_1+t_2$ (K) & re-solved (K)\\
\hline
A, constant & 10.00 & 109.5 & 106.8 & 107.0\\
B, entropy type & 10.00 & 109.5 & 119.1 & 119.9\\
C, $aV$ in both & 7.65 & 83.8 & 79.6 & 79.8
\end{tabular}
\end{center}

Cases A and B share $\varepsilon(T_m)$ and part only at second order, through the slope term. The coefficients can also be read from re-solved melting points $T_\pm$ with the error scaled by $\lambda=\pm0.05$. The central difference $(T_+-T_-)/2|\lambda|$ gives 109.478, 109.479 and 83.767~K for A, B and C, where (\ref{second}) gives 109.477, 109.477 and 83.766~K. The second difference $(T_++T_--2T_m)/2\lambda^2$ gives $-2.702$, $9.631$ and $-4.186$~K, the same as (\ref{second}) to these digits.

The exact relation (\ref{exact}) accounts for the full shifts. Adaptive quadrature of $\Delta S(T)$ from $T_m$ to $T'$ gives 10.0000, 11.2334 and 7.4203~meV, equal at this precision to $\varepsilon(T')$ with relaxed volumes. The mean entropies are $1.0847$, $1.0876$ and $1.0786\,k_B$. For case B, $\varepsilon(T')=10\times(971.79+119.86)/971.79=11.233$~meV and $11.2334/(1.0876\times0.086173)=119.86$~K. Reversing the sign in case A gives a re-solved shift of $-112.4$~K against $+107.0$~K. The asymmetry has the sign of the heat-capacity part, which is even in $\varepsilon$: with $\Delta C_p>0$ the entropy gap is smaller below $T_m$, so the same error travels further downward.

In this model 10~K corresponds to $10\times0.09134=0.91$~meV. An error of 1~kcal/mol, which is 43.36~meV per atom, gives $43.36/0.09134=475$~K by the linear formula. That is about half of $T_m$, so the number indicates only the scale of the damage.

The same 10~meV is mild for a population. For two states of one molecule the ratio of populations is $e^{-\Delta G/k_BT}$, and at $k_BT_m=83.74$~meV the error changes it by the factor $e^{10/83.74}=1.13$. For two phases the ratio is $e^{-N\Delta G/k_BT}$ with $\Delta G$ per atom, so for large $N$ only the sign of $\Delta G$ matters, and the method predicts the wrong phase outright at every temperature between $T_m$ and $T'$.

\subsection*{(e2) A microscopic case: the infinite-range Potts model}

Here the error is a term in the Hamiltonian, so the variance part of $\varepsilon_2$ is present. Each of $N$ sites takes one of $q$ states; $n_a$ sites are in state $a$, and $x_a=n_a/N$. The energy per site is $u+\delta u$, with $u=-\tfrac J2\sum_ax_a^2$ and the error $\delta u=-\tfrac g3\sum_ax_a^3$. Counting configurations by the multinomial coefficient,
\begin{equation}
Z=N!\sum_{\{n_a\}}\prod_{a=1}^{q}w_{n_a},\qquad w_n=\frac{1}{n!}\exp\!\left[\beta_T\Big(\frac{Jn^2}{2N}+\frac{gn^3}{3N^2}\Big)\right],
\label{Z}
\end{equation}
with $\sum_an_a=N$. For $N\to\infty$ Stirling's formula gives $Z\sim e^{-N\min\varphi}$, and at $g=0$, with $K=J/k_BT$,
\begin{equation}
\varphi=-\frac K2\sum_ax_a^2+\sum_ax_a\ln x_a .
\end{equation}
Stationarity under $\sum_ax_a=1$ requires $\ln x_a-Kx_a$ to be equal for all $a$. This function rises up to $x=1/K$ and falls beyond, so the $x_a$ take at most two values, one on each side of $1/K$. The Hessian is diagonal with entries $1/x_a-K$. If two components exceeded $1/K$, moving weight between them would lower $\varphi$, so a minimum has at most one large component. Put $x_1=x$ and the others equal to $y=(1-x)/(q-1)$, so that $dy/dx=-1/(q-1)$. Then
\begin{align}
\varphi(x)&=-\tfrac K2\big[x^2+(q-1)y^2\big]+x\ln x+(1-x)\ln y,\\
\varphi'(x)&=-K(x-y)+\ln(x/y),\\
\varphi''(x)&=-\frac{Kq}{q-1}+\frac1x+\frac1{1-x}.
\end{align}
The disordered phase $x=y=1/q$ is always stationary. Since $\varphi''$ is even about $x=\tfrac12$, $\varphi$ itself is even about $\tfrac12$ when $\varphi'(\tfrac12)=0$. At $x=\tfrac12$, $x/y=q-1$ and $x-y=(q-2)/[2(q-1)]$, so this happens at
\begin{equation}
K_c=\frac{J}{k_BT_c}=\frac{2(q-1)}{q-2}\ln(q-1).
\end{equation}
There the point $x=1/q$ has a mirror image at $x=(q-1)/q$ with the same $\varphi$ and the same curvature, $\kappa=\varphi''(1/q)=q(q-K_c)/(q-1)$. Both are minima when $K_c<q$. There are no others, because $\varphi''$ has at most two zeros and $\varphi'$ therefore at most three. This is coexistence of the ordered phase ($\alpha$) and the disordered phase ($\beta$). With $y=1/[q(q-1)]$ the ordered entropy is
\begin{align}
S_\alpha/k_B&=-x\ln x-(1-x)\ln y\nonumber\\
&=\tfrac{q-1}{q}\big[\ln q-\ln(q-1)\big]+\tfrac1q\big[\ln q+\ln(q-1)\big],
\end{align}
and with $S_\beta=k_B\ln q$ one finds $\Delta S=k_B\,\frac{q-2}{q}\ln(q-1)$.

For $q=6$: $x=\tfrac56$, $y=\tfrac1{30}$, $k_BT_c/J=2/(5\ln5)=0.24853$, $\Delta S=\tfrac23\ln5\;k_B=1.0730\,k_B$, which is of the size met in melting, and $\kappa=\tfrac65(6-1/0.24853)=2.372$, which is positive. The energy jump is $\Delta u=\tfrac J2\big(\tfrac{25}{36}+\tfrac1{180}-\tfrac16\big)=\tfrac4{15}J=0.26667\,J$, and $\Delta u/\Delta S=0.24853\,J/k_B=T_c$, as the scaling argument of part (c) requires. The first-order error is
\begin{equation}
\varepsilon_1=\frac g3\Big(\frac{125}{216}+\frac{5}{27000}-\frac1{36}\Big)=0.18370\,g,\qquad k_Bt_1=\frac{0.18370}{1.0730}\,g=0.1712\,g .
\end{equation}

At second order only the ordered phase responds. In the disordered phase the $x_a$ do not depend on $T$, so $C_\beta=0$, and the gradient of $\sum x_a^3$ is parallel to $(1,\dots,1)$, with no component along the constraint surface. In the ordered phase the gradient likewise has no component that redistributes weight among the minority states, so $x$ alone matters. Define $b=du/dx=-J(x-y)=-\tfrac45J$ and $d=d\,\delta u/dx=-g(x^2-y^2)=-\tfrac{52}{75}g$. Differentiating $\varphi'(x,K)=0$ gives $\kappa\,dx=(x-y)\,dK$ with $dK=-K\,dT/T$, so
\begin{equation}
\frac{dx}{dT}=\frac{b}{k_BT^2\kappa},\qquad C_\alpha=b\,\frac{dx}{dT}=\frac{b^2}{k_BT^2\kappa}=4.369\,k_B .
\end{equation}
The weight $e^{-N\varphi}$ gives $\mathrm{Var}(x)=1/N\kappa$, so $\mathrm{Var}(N\delta u)=Nd^2/\kappa$, and (\ref{eps2}) gives $\varepsilon_2=+d^2/(2k_BT\kappa)$, positive because the gain belongs to phase $\alpha$. Also $\varepsilon_1'=-d\,(dx/dT)$ and $\Delta C=-C_\alpha$. Inserting these in (\ref{second}),
\begin{equation}
t_2\,\Delta S=\frac{1}{2k_BT_c\kappa}\left[d^2-2\,d\,b\,\frac{t_1}{T_c}+b^2\frac{t_1^2}{T_c^2}\right]=\frac{\big(d-b\,t_1/T_c\big)^2}{2k_BT_c\kappa}.
\label{square}
\end{equation}
In units of $g^2/(Jk_B)$, and using $d/b=\tfrac{13}{15}\,g/J$, the three parts of $t_2$ are
\begin{align}
\frac{(52/75)^2}{2\times0.24853\times2.3717\times1.0730}&=0.380,\\
-\frac{0.18370\times\tfrac{13}{15}\times4.369}{1.0730^2}&=-0.604,\\
\frac{4.369\times0.18370^2}{2\times0.24853\times1.0730^3}&=0.240,
\end{align}
and they sum to only 0.016. Equation~(\ref{square}) explains the cancellation. For a pure scaling of $J$, $d=\lambda b$ and $t_1=\lambda T_c$, and the square vanishes. For the cubic term $d$ and $b\,t_1/T_c$ have the same sign and similar size, and only their difference enters, squared. For the cubic term $t_2$ cannot be negative, whatever the sign of $g$. This rests on the error being symmetric in the $q$ states, so that the disordered phase does not respond; an error that singles out one state gives the disordered phase a gain of its own, which enters $t_2$ with a negative sign.

The sum (\ref{Z}) can be done without any saddle point. It is a $q$-fold discrete convolution of the sequence $w_n$, carried out on logarithms to avoid overflow. A configuration is called ordered if one $n_a$ exceeds $N/2$, the position of the barrier at $g=0$ and $T=T_c$, and disordered otherwise. The finite-size transition $T_N$ is the temperature at which the two sets carry equal weight, located by Brent's method. The logarithm of the ratio of weights is $N\beta_T\Delta G$ plus a term of order one from the $q$-fold degeneracy and the fluctuations, so $T_N=T_\infty+A/N+O(N^{-2})$, and $2T_{800}-T_{400}$ removes the $1/N$ term. The result is $k_BT_c/J=0.24853$ at $g=0$. Central differences with $g=\pm0.02J$ give $k_B\,dT/dg=0.17121$ and a $g^2$ coefficient of 0.0160, the same to these digits as the values from (\ref{second}) evaluated without rounding.

For $J=0.35$~eV, $T_c=0.24853\times350/0.086173=1009.4$~K, and $\varepsilon_1=10$~meV corresponds to $g=10/0.18370=54.44$~meV. The leading estimate is $116.05/1.0730=108.2$~K. The extrapolated sums give 109.5~K, above the estimate, in the direction set by the positive $t_2$ of (\ref{square}). This close agreement is owed to the cancellation: relative to $t_1$, the relaxation, slope and heat-capacity parts are $+0.35$, $-0.55$ and $+0.22$, so the conditions of part (b) are not met one by one. At $g=0$ the ordered minimum disappears at about 1059~K, where $\varphi'=\varphi''=0$. The new transition, near 1119~K, lies above that point, so (\ref{exact}) cannot be applied here, although both phases exist at 1119~K once the error is included.
